# Magnons degenerate with uniform resonance vanish at 45-degree magnetization tilt

## First case: magnetization in the plane, wave along it

Take a film of thickness \(d\) filling \(0<z<d\), magnetized along \(x\) in its plane, with saturation magnetization \(M\). A spin wave \(\mathbf m\,e^{i(kx-\omega t)}\), \(k>0\), runs along the magnetization. Its components are \(m_y\) and \(m_z\). The film is thin enough for \(\mathbf m\) to be taken as uniform across the thickness.

Only \(m_z\) makes magnetic charge, on the two surfaces: \(+m_z\) at \(z=d\) and \(-m_z\) at \(z=0\). A charged sheet of density \(\sigma e^{ikx}\) at \(z'\) has the magnetostatic potential \(\sigma e^{-k|z-z'|}e^{ikx}/(2k)\): it obeys Laplace's equation off the sheet, and its normal derivative jumps by \(-\sigma\). Omitting the factor \(e^{ikx}\), we have

\[
\psi=\frac{m_z}{2k}\left[e^{-k(d-z)}-e^{-kz}\right],\qquad
h_z=-\partial_z\psi=-\frac{m_z}{2}\left[e^{-k(d-z)}+e^{-kz}\right].
\]

The average over the thickness is

\[
\langle h_z\rangle=-(1-F)m_z,\qquad
F=1-\frac{1-e^{-kd}}{kd}=\frac{kd}{2}-\frac{(kd)^2}{6}+\dots
\]

Since \((1-e^{-kd})/(kd)\) is the mean of \(e^{-kz}\) over the film, \(0<F<1\) for \(k>0\). At \(k=0\) the full demagnetizing field \(-m_z\) acts. A finite wavelength weakens it, because charges of opposite sign now alternate along each surface.

Let \(H_s>0\) be the static internal field along the magnetization, and let exchange give the field \(\lambda^2\nabla^2\mathbf m=-\lambda^2k^2\mathbf m\), with \(\lambda^2=2A/(\mu_0M^2)\) and \(A\) the exchange stiffness. The undamped equation of motion is \(\dot{\mathbf M}=-\gamma\mu_0\mathbf M\times\mathbf H\), \(\gamma>0\). With \(E=H_s+M\lambda^2k^2\), its linear part reads

\[
\dot m_y=-\gamma\mu_0[E+M(1-F)]m_z,\qquad \dot m_z=\gamma\mu_0E\,m_y .
\]

Differentiating the second equation and inserting the first gives, with \(\omega=\gamma\mu_0\Omega\),

\[
\Omega^2=E\,[E+M(1-F)] .
\]

To leading order in \(k\), exchange raises \(\Omega^2\) in proportion to \(k^2\), but the weakened demagnetizing field lowers it by \(H_sM\,kd/2\), in proportion to \(k\). At small \(k\) the linear term wins. The branch first falls below the uniform resonance, then exchange brings it back up, so it crosses the resonance frequency at a finite \(k\). A defect can scatter the uniform mode into that wave without a change of frequency, which is two-magnon scattering.

## The opposite case: magnetization along the normal

Now let \(\mathbf M\) point along \(z\). The component \(m_x\) along \(\mathbf k\) carries the volume charge \(-ikm_x\). Summing the sheet potentials,

\[
\psi=-ikm_x\int_0^d\frac{e^{-k|z-z'|}}{2k}\,dz'
=-\frac{im_x}{2k}\left[2-e^{-kz}-e^{-k(d-z)}\right].
\]

From \(h_x=-ik\psi\), the average is

\[
\langle h_x\rangle=-\frac{m_x}{2}\left[2-2\,\frac{1-e^{-kd}}{kd}\right]=-F\,m_x .
\]

This field stiffens the \(m_x\) motion, while \(m_y\) makes no charge. Hence \(\Omega^2=E(E+MF)\), which rises from \(k=0\) for every direction of \(\mathbf k\). No wave with \(k>0\) is degenerate with the uniform mode.

Somewhere between the two orientations the initial slope must change sign. For a wave along the in-plane projection of a magnetization tilted by \(\theta\) out of the plane, the transverse component lying in the \(xz\) plane has a normal part \(\cos\theta\) and an in-plane part \(-\sin\theta\). Its dipolar stiffness is

\[
M[(1-F)\cos^2\theta+F\sin^2\theta]=M[\cos^2\theta-F\cos2\theta].
\]

The loss of surface-charge stiffness and the gain of volume-charge stiffness cancel at \(45^\circ\). It remains to show that no other direction of \(\mathbf k\) spoils this.

## Any tilt and any direction

**Equilibrium.** Let \(\hat{\mathbf n}=(\cos\theta,0,\sin\theta)\) be the direction of \(\mathbf M\), with \(0\le\theta\le90^\circ\). The film has no anisotropy except that of its shape. The static internal field is the applied field minus \(M\sin\theta\,\hat{\mathbf z}\), and in equilibrium it is parallel to \(\mathbf M\):

\[
H_x=H_s\cos\theta,\qquad H_z=(H_s+M)\sin\theta .
\]

For \(\theta<90^\circ\) the applied field therefore stands at \(\tan\theta_H=(1+M/H_s)\tan\theta\), steeper than the magnetization unless both lie in the plane. The angle in the result is that of the magnetization.

**Stiffness.** Use the transverse axes \(\mathbf e_1=(-\sin\theta,0,\cos\theta)\) and \(\mathbf e_2=\hat{\mathbf y}\), and let \(\mathbf k\) make the angle \(\varphi\) with the \(x\) axis. Then

\[
m_z=m_1\cos\theta,\qquad
\hat{\mathbf k}\cdot\mathbf m=-m_1\sin\theta\cos\varphi+m_2\sin\varphi .
\]

The averaged dipolar field is \(-(1-F)m_z\hat{\mathbf z}-F\hat{\mathbf k}(\hat{\mathbf k}\cdot\mathbf m)\). There are no cross terms. The potential of the surface charges is odd about the mid-plane, so its in-plane field averages to zero. The potential of the volume charges is even, so its normal field is odd and also averages to zero.

Write the transverse part of \(\mathbf h-H_s\mathbf m/M\) as \(-\sum_{ij}\mathbf e_iH_{ij}m_j/M\). Projecting on the axes gives

\[
\begin{aligned}
H_{11}&=E+M\left[(1-F)\cos^2\theta+F\sin^2\theta\cos^2\varphi\right],\\
H_{22}&=E+MF\sin^2\varphi,\\
H_{12}&=-MF\sin\theta\sin\varphi\cos\varphi .
\end{aligned}
\]

**Motion.** The linear torque is \(\mathbf m\times H_s\hat{\mathbf n}+M\hat{\mathbf n}\times\mathbf h=M\hat{\mathbf n}\times(\mathbf h-H_s\mathbf m/M)\). With \(\hat{\mathbf n}\times\mathbf e_1=-\mathbf e_2\) and \(\hat{\mathbf n}\times\mathbf e_2=\mathbf e_1\),

\[
\dot m_1=\gamma\mu_0(H_{12}m_1+H_{22}m_2),\qquad
\dot m_2=-\gamma\mu_0(H_{11}m_1+H_{12}m_2).
\]

Setting \(\partial_t\to-i\gamma\mu_0\Omega\) and the determinant to zero gives \(\Omega^2=H_{11}H_{22}-H_{12}^2\). The dipolar part of the matrix is a sum of squares with positive weights, and \(E>0\), so \(\Omega^2>0\): the saturated state is stable against all these waves.

**Rearrangement.** Abbreviate \(c=\cos\theta\), \(s=\sin\theta\) and \(a=s^2\cos^2\varphi-c^2\). Then \(H_{11}=E+Mc^2+MFa\), and

\[
\begin{aligned}
H_{11}H_{22}={}&E(E+Mc^2)+EMF(a+\sin^2\varphi)\\
&+M^2Fc^2\sin^2\varphi+M^2F^2a\sin^2\varphi .
\end{aligned}
\]

Subtracting \(H_{12}^2=M^2F^2s^2\sin^2\varphi\cos^2\varphi\) turns the last term into \(-M^2F^2c^2\sin^2\varphi\). In the second term, \(s^2=1-c^2\) gives

\[
a+\sin^2\varphi=1-c^2(1+\cos^2\varphi)=-\cos2\theta+c^2\sin^2\varphi .
\]

Therefore

\[
\begin{aligned}
\Omega^2={}&E(E+Mc^2)+EMF\left(-\cos2\theta+c^2\sin^2\varphi\right)\\
&+M^2c^2\sin^2\varphi\,F(1-F).
\end{aligned}
\]

Nothing has been expanded. Setting \(\theta=\varphi=0\) returns the first case, and \(\theta=90^\circ\) the second.

**At and above 45 degrees.** Here \(-\cos2\theta\ge0\), so the second and third terms are non-negative. The first exceeds its value at \(k=0\), because \(E\) grows with \(k\). Hence \(\Omega(k)>\Omega(0)\) for every \(k>0\) and every \(\varphi\): within this uniform-profile model there is no degenerate wave, long or short.

**Below 45 degrees.** Expand to first order in \(k\), where \(E\to H_s\) and \(F\to kd/2\):

\[
\left.\frac{d\Omega^2}{dk}\right|_{0}=\frac{Md}{2}S,\qquad
S=-H_s\cos2\theta+(H_s+M)\cos^2\theta\sin^2\varphi .
\]

At \(\varphi=0\) the slope is negative. At large \(k\) exchange makes \(\Omega^2\) grow without limit, so by continuity the branch must cross \(\Omega(0)\). The transition is therefore at \(45^\circ\), whatever the values of \(M\), \(H_s>0\) and \(\lambda\).

The slope is negative inside the sector

\[
\sin^2\varphi<\frac{H_s\cos2\theta}{(H_s+M)\cos^2\theta},
\]

which closes onto the projection of \(\mathbf M\) as \(\theta\to45^\circ\). Along \(\varphi=0\), keeping the leading dipolar and exchange terms,

\[
\Omega^2-\Omega_0^2\approx M\lambda^2k^2(2H_s+Mc^2)-\tfrac12Mkd\,H_s\cos2\theta ,
\]

with \(\Omega_0=\Omega(0)\). The nonzero root is

\[
k_f\approx\frac{d\,H_s\cos2\theta}{2\lambda^2(2H_s+M\cos^2\theta)} .
\]

This requires \(k_fd\ll1\). Since \(H_s\cos2\theta/(2H_s+M\cos^2\theta)<1/2\), the formula gives \(k_fd<d^2/(4\lambda^2)\), so a film much thinner than \(2\lambda\) meets the condition for any \(H_s\). A small ratio \(H_s/M\) makes \(k_fd\) smaller still. As the tilt approaches \(45^\circ\) from below, the degenerate waves move to ever longer wavelengths and then disappear.

## Numbers for a 5 nm film

The parameters are rough values in the regime of permalloy: \(M=800\) kA/m, \(A=13\) pJ/m, \(g=2.1\), Gilbert damping \(\alpha=0.008\). The exchange length is \(\lambda=5.686\) nm. The frequency is held at 10 GHz while the tilt changes. With \(\gamma\mu_0/2\pi=0.03694\) GHz per kA/m, this means \(\Omega_0=270.74\) kA/m. The internal field follows from \(\Omega_0^2=H_s(H_s+M\cos^2\theta)\). At \(45^\circ\),

\[
H_s=-200+\sqrt{200^2+270.74^2}=136.6\ \text{kA/m},
\]

and \(\tan\theta_H=936.6/136.6\), so \(\theta_H=81.7^\circ\). The applied field of 669 kA/m (841 mT) is only about eight degrees from the normal when the magnetization reaches the critical tilt.

For the in-plane film, \(H_s=83.01\) kA/m and

\[
k_f=\frac{5\times83.01}{2\times5.686^2\times966.0}\ \text{nm}^{-1}=6.65\ \text{rad/µm},
\]

a wavelength of 0.94 µm. Here \(k_fd=0.033\), so the expansion is justified. The sector half-angle follows from \(\sin^2\varphi=83.01/883.01\), giving \(17.9^\circ\).

The next table comes from a film resolved into eight sublayers with exchange and full dipolar coupling, so the uniform profile is no longer assumed. The shift is \(f(k)-f(0)\) at 1 rad/µm along the projection of \(\mathbf M\).

| Tilt | Shift (MHz) | \(k_f\) (rad/µm) | Half-angle |
|---:|---:|---:|---:|
| 0° | −9.61 | 6.66 | 17.9° |
| 30° | −5.67 | 4.97 | 16.1° |
| 40° | −1.66 | 2.31 | 11.5° |
| 45° | +1.19 | none | none |
| 60° | +13.85 | none | none |

At \(45^\circ\) the dipolar term vanishes along this direction and exchange alone should remain:

\[
\frac{M\lambda^2k^2(2H_s+M/2)}{2\Omega_0}
=\frac{800\times3.233\times10^{-5}\times673.2}{541.5}=0.032\ \text{kA/m},
\]

or 1.19 MHz, as in the table. With \(H_s\) held at 136.6 kA/m, the initial slope of the resolved film changes sign at a tilt of \(45.000^\circ\). A search at tilts of 45, 50, 60, 75 and 90 degrees, over six directions from 0 to 90 degrees and ten wavevectors from 1 to 1000 rad/µm, found a smallest shift of +1.19 MHz.

## Where the sharp limit softens or fails

**Variation across the thickness.** The odd dipolar fields average to zero, but they couple the uniform profile to profiles that vary across the film. The coupling is proportional to \(k\), so its effect on the frequency is at most of order \(k^2\) at small \(k\). It leaves the initial slope alone and competes with exchange. In the example the first thickness mode lies near 395 GHz for in-plane magnetization (24 sublayers give 394) and near 390 GHz at \(45^\circ\), and the effect is small. In a thicker film that mode comes down. With \(H_s\) fixed at 136.6 kA/m, the resolved calculation at \(45^\circ\) and \(\varphi=0\) finds that the curvature turns negative at about 36 nm. Beyond that thickness long waves at the critical tilt lie below the resonance again, and the statement for \(45^\circ\) fails. In still thicker films the degeneracy extends to larger tilts, up to about \(50^\circ\) at 60 nm.

**Perpendicular anisotropy.** Suppose an interface contributes a uniaxial field \((H_p/M)M_z\hat{\mathbf z}\), treated as uniform through the film. At \(k=0\), \(H_{11}\) becomes \(H_s+(M-H_p)c^2\), while \(H_{22}=H_s\). The terms linear in \(F\) in the product are

\[
MF\left\{H_s(s^2\cos^2\varphi-c^2)+\sin^2\varphi\,[H_s+(M-H_p)c^2]\right\},
\]

so that

\[
S=-H_s\cos2\theta+(H_s+M-H_p)\cos^2\theta\sin^2\varphi .
\]

As long as \(H_p\le H_s+M\), the smallest slope is still at \(\varphi=0\) and still changes sign at \(45^\circ\). This concerns the initial slope only. At finite \(k\) the part of \(\Omega^2\) that depends on \(\varphi\) is \(MFc^2\sin^2\varphi\,[E+M(1-F)-H_p]\). The bracket is positive at every \(k\) if \(H_p\le H_s\), but it can turn negative when \(H_p\) approaches \(H_s+M\). With \(H_s=30\) kA/m and \(H_p=828\) kA/m, waves at \(\varphi=90^\circ\) in the 5 nm film tilted by \(45^\circ\) dip about 21 MHz below the resonance. For \(H_p>H_s+M\) the rule for the slope itself can fail. With \(H_p=1.2M\), \(H_s=0.1M\), \(\theta=50^\circ\) and \(\varphi=90^\circ\), one finds \(S=0.0174M-0.0413M<0\), although the magnetization is stable against small uniform rotations, since \(H_s>0\) and \(H_s+(M-H_p)c^2=0.0174M>0\). Such a state is only metastable: the normal applied field \(H_z=(H_s+M-H_p)\sin\theta=-0.077M\) opposes \(M_z\), so the state with \(M_z\) reversed has lower energy.

**Damping.** Gilbert damping adds the field \(-\alpha\dot{\mathbf m}/(\gamma\mu_0M)\). For motion \(e^{\gamma\mu_0pt}\) this replaces \(H_{ii}\) by \(H_{ii}+\alpha p\). At \(k=0\), \(p^2=-(H_{11}+\alpha p)(H_{22}+\alpha p)\), so to first order in \(\alpha\) the decay rate is \(-\mathrm{Re}\,p=\alpha(H_{11}+H_{22})/2\). The full width of the resonance at half power is twice this:

\[
\Delta f=\frac{\gamma\mu_0}{2\pi}\,\alpha\,(2H_s+M\cos^2\theta).
\]

For the in-plane film it is 285 MHz. The depth of the dip follows from the minimum of the quadratic expression for \(\Omega^2-\Omega_0^2\):

\[
\Omega_0-\Omega_{\min}\approx\frac{Md^2H_s^2\cos^22\theta}{32\,\lambda^2\,\Omega_0\,(2H_s+M\cos^2\theta)} ,
\]

which gives about 19 MHz at \(\theta=0\). The dip is some fifteen times shallower than the line is wide. Above the critical tilt, waves along the projection of \(\mathbf M\) remain within half a linewidth of the resonance up to 9.2 rad/µm at \(45^\circ\) and 4.8 at \(60^\circ\). At \(90^\circ\), where all directions in the plane are equivalent, the limit is 2.1 rad/µm. The degeneracy of the undamped frequencies ends at \(45^\circ\), but for these parameters the model gives no reason to expect the scattering contribution to the linewidth to switch off sharply there.

**The real film.** Permalloy has weak crystalline anisotropy, which makes it a fair match to the model, but a 5 nm film can have interface anisotropy. An anisotropy energy \(K_i\) per unit area, spread over the thickness, gives \(H_p=2K_i/(\mu_0Md)\). For a rough value of 0.2 mJ/m² this is 79.6 kA/m, well below \(H_s+M\), so the critical magnetization tilt stays at \(45^\circ\). What moves is the setting of the magnet. At fixed \(H_s=136.6\) kA/m, \(\tan\theta_H\) falls from \(936.6/136.6\) to \(857.0/136.6\), and the applied-field angle from \(81.7^\circ\) to \(80.9^\circ\). Of the effects sized here, damping is the one that most weakens the practical meaning of a sharp threshold. The magnetostatic treatment needs \(k\gg\omega/c=2.1\times10^{-4}\) rad/µm, which the waves in the table satisfy by more than three orders of magnitude. Permalloy is also a metal, and the model neglects eddy currents. In a film much thinner than the skin depth they change the \(k\)-dependent part of the dipolar field by a fraction of order \(\mu_0\sigma\omega d/(2k)\), with \(\sigma\) the conductivity. For a rough resistivity of 0.2 µΩ·m this is about \(10^{-3}\) at 1 rad/µm. The remaining values are in the numerical output below.

## Table of computed values

```
Saturation magnetization M = 800 kA/m
Exchange stiffness A = 13.0 pJ/m
Thickness d = 5.0 nm; g factor = 2.10
Drive frequency = 10.0 GHz; Gilbert damping = 0.008
Exchange length = 5.686 nm
gamma mu0/(2 pi) = 0.03694 GHz per kA/m
Drive frequency in field units Omega0 = 270.74 kA/m
Tilt 0 deg: Hs = 83.01 kA/m, applied H = 83.0 kA/m (104 mT) at 0.00 deg
  shift at 1 rad/um along projection = -9.610 MHz
  sector half-angle = 17.86 deg; k_f formula 6.645, film 6.655 rad/um; wavelength 0.94 um
Tilt 15 deg: Hs = 87.86 kA/m, applied H = 245.0 kA/m (308 mT) at 69.73 deg
  shift at 1 rad/um along projection = -8.744 MHz
  sector half-angle = 17.64 deg; k_f formula 6.381, film 6.383 rad/um; wavelength 0.98 um
Tilt 30 deg: Hs = 104.11 kA/m, applied H = 461.0 kA/m (579 mT) at 78.72 deg
  shift at 1 rad/um along projection = -5.668 MHz
  sector half-angle = 16.09 deg; k_f formula 4.981, film 4.968 rad/um; wavelength 1.26 um
Tilt 40 deg: Hs = 123.60 kA/m, applied H = 601.2 kA/m (755 mT) at 80.94 deg
  shift at 1 rad/um along projection = -1.661 MHz
  sector half-angle = 11.48 deg; k_f formula 2.316, film 2.311 rad/um; wavelength 2.72 um
Tilt 45 deg: Hs = 136.60 kA/m, applied H = 669.3 kA/m (841 mT) at 81.70 deg
  shift at 1 rad/um along projection = +1.186 MHz
Tilt 60 deg: Hs = 188.62 kA/m, applied H = 861.4 kA/m (1082 mT) at 83.71 deg
  shift at 1 rad/um along projection = +13.854 MHz
Tilt 90 deg: Hs = 270.74 kA/m, applied H = 1070.7 kA/m (1346 mT) at 90.00 deg
  shift at 1 rad/um along projection = +37.761 MHz
Critical tilt, resolved film = 45.000 deg
Smallest shift found for tilt >= 45 deg = 1.1865 MHz (k from 1 to 1000 rad/um)
Tilt 0 deg: dip depth = 18.75 MHz, intrinsic full linewidth = 285.4 MHz
Tilt 30 deg: dip depth = 8.80 MHz, intrinsic full linewidth = 238.8 MHz
Tilt 45 deg: full linewidth = 198.9 MHz, half of it reached at k = 9.2 rad/um
Tilt 60 deg: full linewidth = 170.6 MHz, half of it reached at k = 4.8 rad/um
Tilt 90 deg: full linewidth = 160.0 MHz, half of it reached at k = 2.1 rad/um
Interface anisotropy 0.2 mJ/m2 (one value for whole film): Hp = 79.6 kA/m
Critical tilt with this Hp = 45.000 deg
First thickness mode at tilt 0 = 394 GHz
Thickness where curvature at 45 deg turns negative = 35.6 nm
Retardation wavevector omega/c = 2.10e-04 rad/um
```
